# Generalised oscillator strength of hydrogenic 1s and the impulse approximation's error, part 2

How far does the impulse approximation misstate the spectrum of a 1s electron (state $|0\rangle$, energy $E_0$) given momentum $\mathbf q$ and energy $E$? The model is non-relativistic, with fixed point nucleus $Z$ and $H=p^2/2-Z/r$, in atomic units; $Z=1$ unless shown. The structure factor $S$ and oscillator strength density obey $df/dE=(2E/q^2)S$, and

$$\frac{df}{dE}(q,E;Z)=Z^{-2}\,\frac{df}{dE}\Big(\frac qZ,\frac E{Z^2};1\Big).\tag{2}$$

The ejected electron has momentum $k$; its Coulomb wave has normalisation factor

$$|N|^2=\frac1{(2\pi)^3}\,\frac{2\pi/k}{1-e^{-2\pi/k}} .\tag{7}$$

The exact continuum result is

$$\frac{df}{dE}=\frac{2^9E\,(q^2+2E/3)}{\{[(q+k)^2+1][(q-k)^2+1]\}^3}\;\frac{e^{-2\theta/k}}{1-e^{-2\pi/k}},\qquad k=\sqrt{2E-1}.\tag{15}$$

Here $\theta=\arg(q^2-k^2+1+2ik)$, $0<\theta<\pi$. The last fraction is $C$, the braces contain $D=s^2-4q^2k^2$, $s=1+q^2+k^2$ and $\varepsilon=1+k^2=2E$. Limits:

$$\frac{df}{dE}\Big|_{k\to0}=\frac{256\,(q^2+1/3)}{(1+q^2)^6}\,e^{-4/(1+q^2)},\tag{16}$$

and, for $E\gg q^2$ and $k\gg2\pi$,

$$\frac{df}{dE}\to\frac{16}{3E^4}\frac{\sqrt{2E}}{2\pi}=\frac{8\sqrt2}{3\pi}\,E^{-7/2},\tag{17}$$

With $\mathbf q$ along $z$,

$$S(q,E)=\langle0|\,\delta\big(E-q^2/2-W\big)\,|0\rangle,\qquad W=qp_z+(H-E_0).\tag{18}$$

The impulse form drops $H-E_0$ from $W$, giving $S_{\rm IA}=J(y)/q$ and $(df/dE)_{\rm IA}=(2E/q^3)J(y)$, with

$$y=\frac{E-q^2/2}{q},\tag{19}$$

and Compton profile

$$J(y)=\frac{16}\pi\int_{|y|}^\infty\frac{p\,dp}{(1+p^2)^4}=\frac8{3\pi(1+y^2)^3}.\tag{20}$$

Averages over $J$ are $\langle\cdot\rangle_J$; $y=\tan\chi$ gives $J\,dy=(8/3\pi)\cos^4\chi\,d\chi$, $\langle1\rangle_J=1$, $\langle y^2\rangle_J=1/3$, $\langle y^4\rangle_J=1$. Over the whole spectrum, elastic line and bound states included,

$$\int S\,dE=1,\quad\int yS\,dE=0,\quad\int y^2S\,dE=\frac13,\quad\int y^3S\,dE=\frac2{3q}.\tag{21}$$

The Bethe sum rule is

$$\sum_nf_n(q)+\int_{1/2}^\infty\frac{df}{dE}\,dE=1,\tag{22}$$

with $f_n$ the strength of bound shell $n\ge2$, at excitation energy $E_n$. The transform of $e^{-\beta r}/r$ is $4\pi/(\beta^2+q^2)$.

### Exact factorisation

The variable $y$ is already present in (15). Write $s=(\varepsilon-q^2)+2q^2$, so that $s^2=(\varepsilon-q^2)^2+4q^2\varepsilon$ and $D=s^2-4q^2k^2=(\varepsilon-q^2)^2+4q^2$. By (19), $\varepsilon-q^2=2qy$, hence

$$D=4q^2(1+y^2),\qquad q^2+\frac{2E}3=\frac{4q^2}3\Big(1+\frac y{2q}\Big),\qquad k^2=q^2+2qy-1 .\tag{23}$$

Equation (15) becomes $8E(q^2+2E/3)\,C/[q^6(1+y^2)^3]$. Division by $(2E/q^3)J$ leaves $(3\pi/2q^3)(q^2+2E/3)\,C=(2\pi/q)(1+y/2q)\,C$. For the angle, $q^2-k^2+1+2ik=2(1-qy)+2ik=2i[k+i(qy-1)]$, so $\theta=\pi/2+\varphi$ with $\varphi=\arctan[(qy-1)/k]$, where the principal value is right because $k>0$. Then $C=e^{-2\varphi/k}e^{-\pi/k}/(1-e^{-2\pi/k})=e^{-2\varphi/k}/[2\sinh(\pi/k)]$, and

$$\frac{df}{dE}=\frac{2E}{q^3}\,J(y)\,R,\qquad R=\Big(1+\frac y{2q}\Big)\frac{\pi/q}{\sinh(\pi/k)}\exp\Big[-\frac2k\arctan\frac{qy-1}k\Big].\tag{24}$$

This holds for all $q$ and all $y$ above the threshold $y_{\rm th}=(1-q^2)/2q$. Equivalently $qS=JR$. The Compton profile is an exact factor of the spectrum, and $R$ is the ratio of the exact result to the impulse form. At fixed $q\ge1$ the denominator $D$ is smallest at $E=q^2/2$, the Bethe ridge; for $q<1$ this energy lies below threshold and $D$ is smallest at threshold. The other factors in (15) can still give $df/dE$ a maximum in the continuum, as they do at $q=0.9$ near $E=0.64$. The ridge condition $E=q^2/2$ fixes the energy transfer, not the energy of the ejected electron: on the ridge $k^2=q^2-1$, and the ejected electron has lost the binding energy.

### Expansion at large momentum transfer

Let $q\to\infty$ at fixed $y$ and keep terms through $q^{-2}$ in $\ln R$. Split $(\pi/q)/\sinh(\pi/k)=(k/q)\cdot x/\sinh x$ with $x=\pi/k$. From (23),

$$\ln\frac kq=\frac12\ln\Big(1+\frac{2y}q-\frac1{q^2}\Big)=\frac yq-\frac{1+2y^2}{2q^2},\qquad\ln\frac x{\sinh x}=-\frac{\pi^2}{6q^2},\qquad\ln\Big(1+\frac y{2q}\Big)=\frac y{2q}-\frac{y^2}{8q^2}.$$

Further $1/k=(1-y/q)/q+O(q^{-3})$, so $(qy-1)/k=y-(1+y^2)/q+O(q^{-2})$, and since the derivative of the arctangent is $1/(1+y^2)$, $\varphi=\arctan y-1/q+O(q^{-2})$. Thus $-2\varphi/k=-2\arctan y/q+(2+2y\arctan y)/q^2$. Adding the four pieces and exponentiating,

$$R=1+\frac{r_1}q+\frac{r_2}{q^2}+O(q^{-3}),\qquad r_1=\frac{3y}2-2\arctan y,\tag{25}$$

$$r_2=\frac{r_1^2}2+\frac32-\frac{\pi^2}6-\frac{9y^2}8+2y\arctan y .\tag{26}$$

The normalisation factor (7) alone would contribute $+\pi/k$ to $\ln R$; this term is cancelled by the $\pi/2$ in $\theta$, so on the ridge the first correction is $r_2(0)/q^2$ with $r_2(0)=3/2-\pi^2/6=-0.14493$.

The expansion requires $|y|\ll q$ and is not uniform. For $E\gg q^2$ the impulse form tends to $(2E/q^3)(8/3\pi)(q/E)^6=16q^3/(3\pi E^5)$, against $E^{-7/2}$ in (17), so $R$ grows without bound as $(y/q)^{3/2}$. In that region $k\approx\sqrt{2E}\gg q$. The impulse form reaches such an energy only through $p_z\approx E/q\gg k$, far out in the tail of $J$, whereas at fixed $E$ and small $q$ the operator $W$ in (18) reduces to $H-E_0$, the very term that was dropped. On the low side the exact spectrum stops at $y_{\rm th}\approx-q/2$ while $J$ does not. Both regions carry small weight: beyond $|y|\sim q$ the integral of $J$ is of order $q^{-5}$, and so is the integral of (17) beyond $E\sim q^2$.

Integrated term by term, (25) agrees with (21) at leading orders. Integration by parts with $\int y(1+y^2)^{-3}dy=-\tfrac14(1+y^2)^{-2}$ gives $\langle y\arctan y\rangle_J=\tfrac14\langle1\rangle_J=\tfrac14$, so $\langle yr_1\rangle_J=\tfrac12-\tfrac12=0$. Next, $\langle y^3\arctan y\rangle_J=(8/3\pi)\int\chi\sin^3\chi\cos\chi\,d\chi=(8/3\pi)(\pi/4-3\pi/32)=5/12$, so $\langle y^3r_1\rangle_J=3/2-5/6=2/3$, the last moment in (21). Finally, $\cos^4\chi=\tfrac38+\tfrac12\cos2\chi+\tfrac18\cos4\chi$ with $\int\chi^2=\pi^3/12$, $\int\chi^2\cos2\chi=-\pi/2$ and $\int\chi^2\cos4\chi=\pi/8$ gives $\langle\chi^2\rangle_J=\pi^2/12-5/8$. Then $\langle r_1^2\rangle_J/2=\tfrac38-\tfrac34+\tfrac{\pi^2}6-\tfrac54$, the other terms of (26) give $\tfrac32-\tfrac{\pi^2}6-\tfrac38+\tfrac12$, and $\langle r_2\rangle_J=0$, as normalisation requires at order $q^{-2}$.

### Concentration on the ridge

Measure the strength per unit $y$ by $g_q(y)=q\,df/dE$ above threshold and $g_q=0$ below. Since $2E/q^2=1+2y/q$,

$$g_q(y)=\Big(1+\frac{2y}q\Big)J(y)\,R\;\longrightarrow\;J(y)\quad\text{at each fixed }y.\tag{27}$$

Pointwise convergence would still allow strength to escape into the tails or the bound states; the sum rule excludes this. Every bound excitation has $2E_n<1$, and the squared matrix elements add up to at most $1$ by (21), so

$$\sum_nf_n\le\frac1{q^2},\qquad m_q\equiv\int g_q\,dy=1-\sum_nf_n\to1 .\tag{28}$$

Let $x_+=\max(x,0)$, so that $|x|=2x_+-x$. With $x=J-g_q$,

$$\int|g_q-J|\,dy=2\int(J-g_q)_+\,dy-(1-m_q).\tag{29}$$

Because $g_q\ge0$, the function $(J-g_q)_+$ is bounded by the integrable $J$, and it tends to zero pointwise by (27). Dominated convergence sends the first term to zero and (28) the second. This is Scheffé's lemma. The distance (29) bounds the error of $\int J\,dy$ as the strength in any energy window. A window of fixed fractional size, $|E-q^2/2|<\eta\,q^2/2$, is $|y|<\eta q/2$ and therefore holds all the strength as $q\to\infty$.

The leading rate comes from $g_q-J=J\,(7y/2-2\arctan y)/q+O(q^{-2})$, the regions $|y|\gtrsim q$ being of higher order. The bracket is odd and its derivative $7/2-2/(1+y^2)$ is positive, so it has the sign of $y$. With $\int_0^\infty yJ\,dy=2/3\pi$ and $\int_0^{\pi/2}\chi\cos^4\chi\,d\chi=3\pi^2/64-1/4$, which gives $\int_0^\infty J\arctan y\,dy=\pi/8-2/3\pi$,

$$\int|g_q-J|\,dy\to\frac2q\Big[\frac7{3\pi}-\frac\pi4+\frac4{3\pi}\Big]=\frac1q\Big(\frac{22}{3\pi}-\frac\pi2\Big)=\frac{0.76348}q .\tag{30}$$

The bound in (28) is loose. At large $q$ the transform of $\psi_{n\ell m}^*\psi_{1s}$ is governed by the term that is not smooth at the nucleus. For $\ell=0$ this term is proportional to $r$, and $\partial_\beta^2[4\pi/(\beta^2+q^2)]$ at $\beta\to0$ shows that its transform is $-8\pi/q^4$; higher $\ell$ bring further $q$-derivatives and fall faster. At leading order each $f_n$ therefore falls as $q^{-2}q^{-8}=q^{-10}$, the power found at threshold in (16).

### Width and position of the maximum

$J$ falls to half its height where $(1+y^2)^3=2$, at $y=\pm h$ with $h=\sqrt{2^{1/3}-1}=0.50982$. By (25) and (27), $\ln g_q=\ln J+u(y)/q+v(y)/q^2+\dots$ with $u=7y/2-2\arctan y$ odd and $v$ even. At first order the height of the maximum is unchanged, because $u(0)=0$. At $y=\pm h$ both $u$ and the slope of $\ln J$ change sign together, so the two half-height points move by the same amount in the same direction. The width is thus unchanged at first order. With $Z$ restored by (2),

$$\mathrm{FWHM}=2hqZ\,[1+O(Z^2/q^2)],\qquad\frac{\mathrm{FWHM}}{q^2/2}\to\frac{4hZ}q .\tag{31}$$

The ridge broadens in energy as $q$ grows, being a Doppler width, and narrows only relative to its position.

Near $y=0$ the slope of $\ln J$ is $-6y$, $u'(0)=3/2$, and $v'$ is of order $y$. The maximum of $df/dE$ is at $y=1/4q+O(q^{-3})$. For $S$ the function $u$ is replaced by $r_1$, with $r_1'(0)=-1/2$, and the maximum is at $y=-1/12q+O(q^{-3})$. Multiplying by $q$ and restoring $Z$,

$$E_{\max}[df/dE]\to\frac{q^2}2+\frac{Z^2}4,\qquad E_{\max}[S]\to\frac{q^2}2-\frac{Z^2}{12},\tag{32}$$

with corrections of relative order $Z^2/q^2$ in the shifts. The second shift is the Compton defect. Its sign fits (21): the mean of $S$ is fixed at $q^2/2$, $r_1$ raises the far high-energy side to produce the positive third moment, and the lowering at small positive $y$ restores the mean. The difference $Z^2/3$ between the two shifts is due to the factor $2E/q^2$ alone. The shifts tend to constants in energy and vanish only relative to the width.

All of this belongs to the model. Relativity changes the recoil energy by $-q^4/8c^2$ at lowest order, so (32) describes a real ion only while $q^4/8c^2\ll Z^2/12$, together with $Z\ll c$; the limit $q\gg Z$ cannot be followed indefinitely. With several electrons the potential is not Coulombic and the Pauli principle blocks final states, so (15), (24) and (32) do not carry over.

### Worked example

Take $Z=1$ with fixed nucleus and $q=10\ \text{Å}^{-1}$. The digits below belong to this model and serve to compare its approximations; the finite proton mass $M$ scales the width and the peak shifts by about one part in two thousand and leaves the ridge at $q^2/2$ in total energy transfer, but for an atom initially at rest the recoil $q^2/2(M+1)\approx0.21$ eV of the whole atom raises the threshold to $13.81$ eV, and the relativistic term $q^4/8c^2$ lowers the recoil energy by about $0.14$ eV at this $q$, several percent of the Compton defect found below. With $a_0=0.529177$ Å and one hartree equal to $27.2114$ eV, $qa_0=5.29177$. The ridge is at $\tfrac12(5.29177)^2\times27.2114=381.00$ eV, one unit of $y$ is $5.29177\times27.2114=144.00$ eV, and the threshold at $13.61$ eV is $y_{\rm th}=-2.551$.

At $y=+1$, $E=381.00+144.00=525.00$ eV, and (23) gives $k=11.5855\ \text{Å}^{-1}$. From (20), $J(0)=8/3\pi=0.84883$ and $J(1)=0.84883/8=0.10610$. The bare profile per unit energy is $0.10610/144.00=7.368\times10^{-4}\ \mathrm{eV^{-1}}$. The factor $2E/q^2$ is $E$ over the ridge energy, so the impulse form is $7.368\times10^{-4}\times525.00/381.00=1.0153\times10^{-3}\ \mathrm{eV^{-1}}$. Equation (24) gives $R=0.99484$, and the exact value is $1.0153\times10^{-3}\times0.99484=1.0101\times10^{-3}\ \mathrm{eV^{-1}}$. The same steps at $y=-1$ ($237.00$ eV, $k=7.657\ \text{Å}^{-1}$) and $y=0$ ($k=9.820\ \text{Å}^{-1}$) fill the first table, in $10^{-4}\ \mathrm{eV^{-1}}$.

| $y$ | $J/q$ | impulse | exact |
|---|---|---|---|
| $-1$ | 7.368 | 4.584 | 4.716 |
| $0$ | 58.95 | 58.95 | 58.64 |
| $+1$ | 7.368 | 10.153 | 10.101 |

The strong asymmetry of $df/dE$ comes from the factor $2E/q^2$; relative to the impulse form the exact values differ by less than three percent at these points. For the expansion, $r_1(\pm1)=\pm(3/2-\pi/2)=\mp0.07080$, $r_2(\pm1)=0.30337$ and $1/q^2=0.0357$.

| $y$ | $1+r_1/q$ | with $r_2/q^2$ | $R$ |
|---|---|---|---|
| $-1$ | 1.01338 | 1.02421 | 1.02888 |
| $0$ | 1 | 0.99482 | 0.99481 |
| $+1$ | 0.98662 | 0.99745 | 0.99484 |

At $y=+1$ the first-order value lies further from $R$ than the uncorrected value $1$ does. The two terms of $r_1$ nearly cancel at $|y|=1$, so $r_1/q$ and $r_2/q^2$ are of similar size at this $q$, and at $y=+1$ they have opposite signs. The first-order correction alone is not an improvement there.

Numerical maximisation of (15) puts the peak of $df/dE$, of height $5.904\times10^{-3}\ \mathrm{eV^{-1}}$, at $387.79$ eV, a shift of $+6.79$ eV against the limit $27.2114/4=+6.80$ eV. The peak of $S$ is at $378.76$ eV, a shift of $-2.24$ eV against $-27.2114/12=-2.27$ eV. Root bracketing for the two half-height points gives a full width of $146.72$ eV, while (31) gives $2\times0.50982\times144.00=146.83$ eV; the relative difference, $(146.72-146.83)/146.83\approx-7\times10^{-4}$, is far below $1/q^2=0.0357$. The absence of a first-order term explains only a difference of order $1/q^2$; the rest of the closeness means that the second-order coefficient happens to be small, about $-0.02$ judged from this value.

Adaptive quadrature of (15) gives a continuum strength of $0.9999983$. The bound strength was obtained from $f_n=(2E_n/q^2)\sum_\ell(2\ell+1)\big|\int R_{n\ell}\,j_\ell(qr)\,R_{10}\,r^2dr\big|^2$, which follows from the expansion of $e^{i\mathbf q\cdot\mathbf r}$ in spherical Bessel functions $j_\ell$, by Gauss–Legendre quadrature for $n\le14$; the shells above were summed from a polynomial fit of $n^3f_n$ in $1/n^2$. It is $1.69\times10^{-6}$, far below the bound $0.0357$ of (28). The window $|y|<1$ holds $0.9204$ of the strength against $0.9244$ for $J$. The distance (29), by quadrature, is $0.1445$, and (30) gives $0.76348/5.29177=0.1443$.

The shape is thus close to its limit while the concentration is still weak: the width is $146.72/381.00=0.385$ of the ridge energy. The window within ten percent of the ridge energy, $|y|<0.05\,qa_0$, holds only $0.418$ of the strength; quadrature gives $0.924$ at $qa_0=20$ and $0.9999$ at $qa_0=100$, both values belonging to the non-relativistic model. Relativistic kinematics lowers the recoil energy by about $29$ eV at $qa_0=20$, enough to change the third digit, and by about eleven percent at $qa_0=100$, which moves the ridge out of a window centred on $q^2/2$.

At $q=2\ \text{Å}^{-1}$, $qa_0=1.058$ and the ridge energy $15.24$ eV lies just above threshold, $y_{\rm th}=-0.057$. Nearly half of $J$ then falls where no ionisation exists. The same methods give a bound strength of $0.0992$, a continuum strength of $0.9008$ and a distance of $0.832$. The ratio on the ridge, $R=0.866$, is still of order one, so a fair value at the centre does not show that the spectrum has the Compton shape; (15) and (24) remain exact here, and only the limit (27) has not been reached.

All numerical values are calculated from the stated model.
